# Rejection-free kinetic Monte Carlo for a solid-on-solid island edge

An island of a two-dimensional crystal sits in a supply of its own atoms. Atoms join its edge and leave it all the time, and the island grows or shrinks according to the small difference between two large opposing fluxes. At one chemical potential the difference must vanish. A simulation with carelessly chosen rates can move even there, and this false speed then contaminates every growth rate it reports. The scheme below fixes the rates so that the zero lies where thermodynamics puts it, and shows how finely a finite run can verify this.

## Model and equilibrium chemical potential

The algebra uses atomic units with \(k_B=1\), so temperature \(T\) is an energy and \(\beta=1/T\). The edge is a ring of \(L\ge3\) columns on a square lattice of spacing \(a\). Column \(i\) is filled without gaps up to an integer height \(h_i\); overhangs and vacancies are excluded. Nearest neighbours share a bond of energy \(-\phi\), and the supply has a uniform chemical potential \(\mu\).

Each of the \(N=\sum_i h_i\) atoms has one bond to the atom below it. Adjacent columns share \(\min(h_i,h_{i+1})\) lateral bonds, and \(\min(x,y)=\tfrac12(x+y-|x-y|)\). Up to a constant,

\[
E=-2\phi N+\tfrac{\phi}{2}S,\qquad S=\sum_i|h_i-h_{i+1}| .
\]

Let an added atom have \(n=0,1,2\) lateral neighbours. Each occupied neighbour site lowers \(S\) by one and each empty one raises it by one, so \(\delta S=(2-n)-n=2-2n\) and

\[
\delta E=-2\phi+\phi(1-n)=-(1+n)\phi .
\]

With \(\Delta=\mu+2\phi\), the grand energy is

\[
E-\mu N=-\Delta N+\tfrac{\phi}{2}S .
\]

Adding a complete row leaves \(S\) unchanged and costs \(-L\Delta\). There is no preference for growth or retreat when \(\Delta=0\), hence \(\mu_{eq}=-2\phi\). This is the energy of an atom at a kink, \(n=1\), whose attachment leaves the edge length unchanged.

## Rates

Detailed balance requires, for an attachment and its own reversal,

\[
\frac{k_+}{k_-(n)}=e^{-\beta(\delta E-\mu)}=e^{\beta[\Delta-\phi(1-n)]}.
\]

It fixes the ratio, not the two rates. A convenient choice is

\[
k_+=k_0e^{\beta\Delta},\qquad k_-(n)=k_0e^{-\beta\phi(n-1)} .
\]

Arrivals do not depend on the landing site; departures pay for the bonds they break. With attempt rate \(\nu\) and kink barrier \(E_k\), \(k_0=\nu e^{-\beta E_k}\), and the detachment barrier is \(E_k+(n-1)\phi\).

The number \(n\) must be the same in both directions, so it is counted with the atom present: neighbour \(j\) of the top atom of column \(i\) counts if \(h_j\ge h_i\). Before an attachment the equivalent condition is \(h_j>h_i\).

## Why the mean speed vanishes

At \(\Delta=0\) the Boltzmann weight is unchanged when all heights shift together, so it cannot be normalized over heights. It can be normalized over shapes \(s\), meaning heights up to a common shift:

\[
\pi_s\propto e^{-\beta\phi S/2}.
\]

Label by \(\alpha\) each attachment \(s\to s'\) together with its reversal. Detailed balance says that the two fluxes are equal,

\[
F_\alpha=\pi_sk_+=\pi_{s'}k_-(n).
\]

Every attachment has one reversal and every detachment reverses one attachment. The mean speed is \(a/L\) times the sum of forward minus reverse fluxes, so it is zero term by term. Since single-atom moves connect all shapes, this stationary state is unique.

A long edge shows the cancellation explicitly. Put \(q=e^{-\beta\phi/2}\). Height differences between adjacent columns are then independent, with

\[
p(u)=\frac{1-q}{1+q}\,q^{|u|},\qquad \sum_{u\ge0}p(u)=\frac1{1+q}.
\]

A neighbour is therefore occupied with probability \(1/(1+q)\) and absent with probability \(q/(1+q)\). The fractions of top atoms with \(n=0,1,2\) are

\[
\frac{q^2}{(1+q)^2},\quad\frac{2q}{(1+q)^2},\quad\frac{1}{(1+q)^2}.
\]

Multiplying by \(k_-/k_0=q^{-2},1,q^2\) and adding gives

\[
\frac{\langle k_-\rangle}{k_0}=\frac{1+2q+q^2}{(1+q)^2}=1 ,
\]

which equals \(k_+/k_0\) at \(\Delta=0\). On a finite ring the differences must sum to zero, which alters the fractions. The mean stays \(k_0\), because the pairwise proof holds for any \(L\).

## Why there is no other zero

For \(\Delta\ne0\), assume a stationary shape distribution \(p_s\) for which the sums below converge; with a limit on height differences this is assured. Let \(A_\alpha=p_sk_+\) and \(B_\alpha=p_{s'}k_-\). Since \(x-y\) and \(\ln(x/y)\) have the same sign,

\[
0\le\sum_\alpha(A_\alpha-B_\alpha)\ln\frac{A_\alpha}{B_\alpha},
\]
\[
\ln\frac{A_\alpha}{B_\alpha}=\beta\Delta-\bigl[\ln p+\tfrac12\beta\phi S\bigr]_{s}^{s'} .
\]

The bracket is the change of a function of shape. Its flux-weighted sum is the time derivative of that function's mean, which is zero in a stationary state. What remains is

\[
\beta\Delta\,\frac{Lv}{a}\ge0 .
\]

Equality would need \(A_\alpha=B_\alpha\) for every pair. Add one atom to each column in turn: the shape returns to itself, the bracket sums to zero, and the logarithms sum to \(L\beta\Delta\). They can all vanish only if \(\Delta=0\). The speed therefore has the sign of \(\Delta\).

## Fluctuations, response and a bound

Zero mean speed does not mean a still edge. The net number of atoms gained, now called \(N(t)\), performs a random walk with \(\mathrm{Var}\,N\to2Dt\). To find \(D\), let \(J(s)\) be the total attachment rate minus the total detachment rate in shape \(s\) at equilibrium. Choose \(g(s)\) so that its mean rate of change is \(-J(s)\). Then \(N+g\) has no drift, its increments are uncorrelated, and \(g\) does not affect the long-time growth of the variance. An attachment changes \(N+g\) by \(1+\nabla_\alpha g\), with \(\nabla_\alpha g=g(s')-g(s)\), and its reversal by the negative. Both occur with flux \(F_\alpha\), so

\[
D=\sum_\alpha F_\alpha(1+\nabla_\alpha g)^2 .
\]

Multiply the equation for \(g\) by \(\pi_sf(s)\), with any function \(f\), and sum over shapes. Collecting the two directions of each pair gives

\[
\sum_\alpha F_\alpha\,\nabla_\alpha f\,(1+\nabla_\alpha g)=0. \tag{1}
\]

Now apply a small drive and write \(p_s=\pi_s(1+\beta\Delta\,\psi_s)\). Only \(k_+\) changes, by the factor \(1+\beta\Delta\), so the net flux of a pair is \(\beta\Delta F_\alpha(1-\nabla_\alpha\psi)\) to first order. Stationarity requires \(\sum_\alpha F_\alpha\nabla_\alpha f(1-\nabla_\alpha\psi)=0\) for every \(f\). Comparison with (1) gives \(\psi=-g\), up to a constant. Hence

\[
\frac{Lv}{a}=\beta\Delta\sum_\alpha F_\alpha(1+\nabla_\alpha g)=\beta\Delta\,D ,
\]

where the last step uses (1) with \(f=g\). This is the Einstein relation for the edge.

Equation (1) is also the condition that \(g\) minimizes \(\sum_\alpha F_\alpha(1+\nabla_\alpha f)^2\) over \(f\). The trial \(f=0\) gives \(\sum_\alpha F_\alpha=Lk_0\), so

\[
D\le Lk_0,\qquad |v|\le ak_0\beta|\Delta|\quad\text{to first order in }\Delta .
\]

When \(\phi=0\), all detachment rates equal \(k_0\), \(J=0\), and the bound is reached; the speed is then \(ak_0(e^{\beta\Delta}-1)\) at any drive. For \(\phi>0\), arrivals that soon leave again add to the fluxes but little to the net motion.

## Algorithm

All columns share one attachment rate, and there are three detachment rates. Three lists of columns, sorted by \(n\), are therefore enough.

```
draw an equilibrium edge h; t = 0; N = 0
put each column in list[n]; store its slot
loop:
  c[n] = length of list[n]
  R = L*kplus + sum(c[n]*kminus[n])
  w = -ln(u)/R            # u uniform in (0,1]
  if t + w >= t_end:
    add c[n]*(t_end - t) to the time sums
    stop
  add c[n]*w to the time sums; t = t + w
  choose a class with probability rate/R
  choose a column i uniformly in that class
  attachment: h[i] += 1; N += 1
  detachment: h[i] -= 1; N -= 1
  recount n for i-1, i, i+1 (periodic)
  move changed columns between lists
speed = a*N/(L*t_end)
```

The waiting time follows from the survival probability \(e^{-Rw}\): setting it equal to a uniform number \(u\) gives \(w=-\ln u/R\). The run stops at a fixed time because the proof concerns \(\langle N(t)\rangle\) at a given \(t\). The last, incomplete wait belongs in the time averages.

To remove a column from a list, overwrite its slot with the last entry and shorten the list. The slot table makes this a constant-time step.

For the starting edge, draw two independent geometric variables \(X,Y\) with ratio \(q\). For \(m\ge0\),

\[
P(X-Y=m)=(1-q)^2\sum_{y\ge0}q^{2y+m}=\frac{1-q}{1+q}q^m ,
\]

and symmetry gives \(q^{|m|}\) for both signs. Draw \(L\) such differences, repeat until they sum to zero, and accumulate them into heights.

## Cost and stability

Memory grows as \(L\), and the work per event does not depend on \(L\). At equilibrium there are on average \(2Lk_0\) events per unit time. Compare a rejecting scheme that picks one of the \(2L\) possible moves at random and accepts it with probability rate\(/(k_0e^{\beta\phi})\). Its mean acceptance is

\[
\frac{2Lk_0}{2Lk_0e^{\beta\phi}}=e^{-\beta\phi}.
\]

Rejection-free selection removes these idle trials but not unproductive events. On a long edge, atoms with \(n=0\) supply a share \(1/(1+q)^2\) of all detachments, and by pairwise balance the same share of attachments. As \(\beta\phi\) grows this share tends to one, and the run is spent on adatoms that come and go.

There is no time step, hence no step-size instability. Computing \(R\) from the integer counts at each event prevents rounding errors from accumulating in it. A random number that falls on a class boundary can still round to an index one past the end of a list, so the index should be clamped and an empty class skipped.

The run length follows from \(D\). With \(m=D/(Lk_0)\) and total simulated time \(t\), the standard error of the speed is \(a\sqrt{2Dt}/(Lt)\). Dividing by the slope \(dv/d\Delta=ak_0m\beta\) turns it into an error in chemical potential:

\[
\sigma_v=ak_0\sqrt{\frac{2m}{Lk_0t}},\qquad
\sigma_\Delta=T\sqrt{\frac{2}{mLk_0t}} . \tag{2}
\]

## Worked example

Take 1000 K, \(a=0.30\) nm, \(\phi=0.30\) eV, \(E_k=2.00\) eV and \(\nu=10^{13}\) s\(^{-1}\). Then \(T=0.08617\) eV, \(\beta\phi=3.481\), \(q=0.1754\) and \(\mu_{eq}=-0.60\) eV. The kink rate is

\[
k_0=10^{13}e^{-2.00/0.08617}=833\ \mathrm{s^{-1}},
\]

and \(ak_0=250\) nm/s. Detachment rates for \(n=0,1,2\) are 27,060, 833 and 25.6 s\(^{-1}\). A rejecting scheme would accept 3.1% of its trials.

Forty runs on sixty columns, each lasting 0.180 s at \(\Delta=0\), gave

\[
v=-0.20\pm0.38\ \mathrm{nm/s}\quad(-2.0\pm3.8\ \text{angstrom/s}).
\]

The errors here and below are one standard error. The total of \(k_0t=6000\) predicts \(2\times60\times6000=720{,}000\) events; 719,092 occurred. The mean detachment rate was \((0.9992\pm0.0019)k_0\). The fraction with \(n=1\) was \(0.246\pm0.002\), against 0.2475 for the closed ring and 0.254 for a long edge, so the effect of ring closure is visible.

A zero means little unless the same runs could have seen a displaced one. At \(\Delta=\pm0.020\) eV, where \(\beta\Delta=\pm0.232\), the speeds were \(23.7\pm0.6\) and \(-15.8\pm0.5\) nm/s (237 and \(-158\) angstrom/s). The slope is \((23.67+15.79)/0.040=987\) nm/s per eV, so the error at zero corresponds to \(0.38/987=0.0004\) eV. The zero is located to about 2% of the applied drive. As a check of (2), the mean driven speed of 19.7 nm/s divided by \(ak_0\beta\Delta=58.0\) nm/s gives \(m\approx0.34\), and then \(\sigma_v\approx0.34\) nm/s.

Growth is faster than retreat by a factor \(1.50\pm0.06\). Part of this comes from the choice of rates. Taking a common factor \(e^{\beta\Delta/2}\) out of all of them leaves the drive shared equally between attachment and detachment. That factor contributes \(e^{\beta\Delta}=1.26\) to the ratio; the other \(1.19\pm0.05\) remains with the drive shared equally.

A four-column ring is small enough for its stationary equations to be solved directly, once the height differences are limited to a few rows (six for most speeds, ten at 0.060 eV). Lowering the limit by one row changes the quoted speeds by less than one part in \(10^5\). At \(\Delta=0\) the speed is zero to rounding. The Einstein relation holds: fluctuations and response both give \(D/(Lk_0)=0.2031\). At 0.060 eV the solution gives 77.4 nm/s and the simulation \(76.8\pm0.9\) nm/s. At 0.020 eV the speed is 15.2 nm/s, well below the long-edge value, so the small ring tests the code but does not replace the long edge.

## Failure modes

**Miscounted neighbours.** If detachment uses \(h_j>h_i\) in place of \(h_j\ge h_i\), atoms of a flat edge are treated as isolated and leave at 27,060 s\(^{-1}\). On the four-column ring the speed at \(\Delta=0\) becomes \(-3890\) nm/s.

**A flat start.** A flat edge has too few weakly bound atoms and gains material while it roughens. Since \(N+g\) has no drift, the mean gain tends to \(g(\text{flat})-\langle g\rangle\). This is 0.305 atoms on the four-column ring, and following the probabilities in time gives the same number. The gain is finite, so the false speed falls as \(1/t\), but averaging more short runs does not remove it.

**Reading kinetics from detailed balance.** The symmetric choice \(k_\pm=k_0e^{\pm\beta[\Delta-\phi(1-n)]/2}\) has the same zero. At \(\Delta=0.020\) eV it gives 18.5 nm/s on the four-column ring, against 15.2. Detailed balance secures the zero; the speed away from it needs physical knowledge of the barriers.

## The real growth process

The parameters are round values for the rough regime of vapour growth of monolayer semiconductor channels, near 1000 K with edges advancing of the order of a micrometre per minute; 23.7 nm/s is 1.4 micrometres per minute. They represent no particular compound. About a quarter of the columns are kinks here; islands that grow with straight faceted edges, limited by the nucleation of kinks, lie outside this regime, and the speeds and sizes below do not carry over to them. Real channels often contain two or more species on a lattice that is not square, so \(\phi\) and \(E_k\) are effective values here, and these differences are not sized.

The largest sized omission is hopping along the edge. Hops conserve \(N\) and, if they obey detailed balance, leave \(\pi_s\) and the zero unchanged. They add non-negative terms \(F(\nabla f)^2\) to the minimized sum, so they cannot lower \(D\), and the trial \(f=0\) keeps the bound \(Lk_0\). Let a top atom hop to either adjacent column at the rate \(\nu e^{-\beta E_h}e^{-\beta\,\delta E/2}\), where \(\delta E\) is the energy change of the hop; this obeys detailed balance. With a chosen hop barrier \(E_h=1.20\) eV, the four-column speed at 0.020 eV rises from 15.2 to 33.3 nm/s. On so small a ring this is already the limit of arbitrarily fast hops, because hops cannot change \(N\) modulo \(L\). On a long edge, hops fast enough to keep the shape in equilibrium hold \(\langle k_-\rangle\) at \(k_0\), and the speed approaches \(ak_0(e^{\beta\Delta}-1)=65\) nm/s, against 23.7 without hops. This lies above the first-order bound of 58 nm/s, which is not a strict ceiling at \(\beta\Delta=0.23\).

Curvature moves the zero itself. The height differences have variance \(\sigma^2=2q/(1-q)^2=0.516\), twice that of a geometric variable. A rise of \(M\) rows over \(L\) columns therefore costs free energy \(TM^2/(2L\sigma^2)\) for small slopes. Equating this to \(\tfrac12\tilde\gamma(Ma)^2/(La)\) gives the stiffness \(\tilde\gamma=T/(a\sigma^2)\). Minimizing \(\int[\tfrac12\tilde\gamma h'^2-\Delta h/a^2]\,dx\) gives \(-\tilde\gamma h''=\Delta/a^2\). With \(-h''=1/r\), where \(r\) is the local radius of curvature of the edge,

\[
\Delta_{eq}=\frac{aT}{\sigma^2r}=\frac{0.30\times0.08617}{0.516\times100}=0.0005\ \mathrm{eV}
\]

at \(r=100\) nm, for edge parts near a lattice direction. This is comparable with the resolution of the runs. The stiffness depends on direction, so an equilibrium island is not a circle and \(r\) is not simply its half-width.

The effect of temperature depends on what the supply holds fixed. If \(k_+\) is held fixed, \(\Delta=T\ln(k_+/k_0)\), and heating by 1 K from equilibrium shifts \(\Delta\) by about \(-E_k/1000=-0.002\) eV, a tenth of the drive. If attachment is itself activated and a dilute adatom coverage \(c\) is held fixed, \(\Delta=2\phi+T\ln c\), and the shift is only \(-2\phi/1000=-0.0006\) eV, similar to the curvature shift.

The supply is also not uniform during growth. For diffusion over a distance \(\ell\) with constant \(D_s\), the coverage falls by \(v\ell/D_s\). Random hops of length \(a\) on a square lattice, at total rate \(\nu e^{-\beta E_s}\), give \(D_s=\tfrac14a^2\nu e^{-\beta E_s}\). A chosen surface barrier \(E_s=0.50\) eV makes this \(6.8\times10^8\) nm\(^2\)/s. With \(\ell=1000\) nm and coverage \(10^{-3}\), the relative fall is 3.5%, which costs \(0.035\,T=0.003\) eV of the 0.020 eV drive. This loss vanishes at zero speed. The estimate presupposes an edge that captures few arrivals: adatoms would reach a given edge site about \(10^{-3}D_s/a^2\approx8\times10^6\) times per second, while \(k_+\) is only about \(10^3\) s\(^{-1}\). If most arrivals were captured, the supply rather than the edge would limit growth.

Two omissions are smaller. Moving an interior atom to a kink costs \(2\phi\), so the vacancy fraction is, to leading order, \(e^{-2\beta\phi}\approx0.001\). Allowing overhangs and vacancies lowers the stiffness used above by about 3%. The leading tunnelling correction \((2\pi\nu/T)^2/24\), with \(\nu\) taken as the barrier frequency, is 1%; as a factor common to both directions it leaves the zero in place. The numerical output lists the remaining values.

## Numbers as computed

```
Temperature: 1000 K; kT: 0.08617 eV
Lattice spacing: 0.30 nm; bond energy: 0.30 eV
Kink barrier: 2.00 eV; attempt rate: 1.0e+13 1/s
Equilibrium chemical potential -2 phi: -0.60 eV
phi/kT: 3.4814; q = exp(-phi/2kT): 0.1754 (no unit)
Kink rate k0: 832.6 1/s; speed unit a*k0: 249.8 nm/s
Detachment, n=0: barrier 1.70 eV, rate 2.706e+04 1/s
Detachment, n=1: barrier 2.00 eV, rate 832.6 1/s
Detachment, n=2: barrier 2.30 eV, rate 25.62 1/s
Drive Delta: 0.020 eV; Delta/kT: 0.2321 (no unit)
Attachment rate at +Delta: 1050.1 1/s per column
Exact ring: 4 columns, 1105 shapes, height span 6
Exact ring |speed| at Delta=0: 1e-13 nm/s
Exact ring speed at +Delta: 15.153 nm/s
Exact ring speed at -Delta: -9.322 nm/s
Symmetric rates, speed at +Delta: 18.472 nm/s
Miscounted neighbours, speed at Delta=0: -3886.8 nm/s
Ring D/(L k0), from fluctuations: 0.20308 (no unit)
Ring D/(L k0), from response: 0.20308 (no unit)
Flat-start gain, Poisson equation: 0.30460 atoms
Flat-start gain, time propagation: 0.30460 atoms
Test drive: 0.060 eV; height span: 10; exact ring speed: 77.44 nm/s
Simulated ring speed: 76.76 +/- 0.90 nm/s
Long edge: 60 columns, 40 runs of 0.1802 s, 719092 events at Delta=0
Fraction n=0: simulated 0.0225 +/- 0.0001, exact ring 0.0225, long-edge formula 0.0223
Fraction n=1: simulated 0.2458 +/- 0.0021, exact ring 0.2475, long-edge formula 0.2539
Fraction n=2: simulated 0.7317 +/- 0.0020, exact ring 0.7301, long-edge formula 0.7238
Mean detachment rate / k0: 0.9992 +/- 0.0019
Long-edge speed at 0: -0.20 +/- 0.38 nm/s = -2.0 angstrom/s
Long-edge speed at +Delta: 23.67 +/- 0.64 nm/s = 236.7 angstrom/s
Long-edge speed at -Delta: -15.79 +/- 0.50 nm/s = -157.9 angstrom/s
Resolution in Delta (one standard error): 0.00038 eV
Acceptance of a rejecting algorithm: 3.08 %
Edge-hop barrier: 1.20 eV; hop rate/k0: 1.08e+04
Ring speed at +Delta with hops: 33.333 nm/s
Ring D/(L k0) with hops: 0.47798 (no unit)
Linear-response speed ceiling at +Delta: 58.0 nm/s
Slope variance: 0.5159 (no unit)
Curvature shift, radius 100 nm: 0.00050 eV
Supply: barrier 0.50 eV, coverage 1.0e-03, distance 1000 nm
Surface diffusion constant: 6.8e+08 nm^2/s
Depletion loss of Delta at +Delta: 0.00300 eV
Delta shift for +1 K at fixed attachment rate: -0.00200 eV
Vacancy fraction, dilute estimate: 9.47e-04 (no unit)
Tunnelling correction to rates: 0.96 %
```
